# Vacuum-length divergence of a charged defect's energy in a periodic slab

## Definitions and conventions

A slab is repeated periodically in all three directions. Its normal is $z$, the lateral cell has fixed area $A$, and $L$ is the full cell length along $z$, slab plus vacuum. The slab contains a charged defect. Let $\rho(\mathbf r)$ be the charge density of all nuclei and electrons in one cell, with net charge $q$. A uniform background of density $-q/(AL)$ neutralizes the cell. No dipole correction is applied: the potential is periodic in $z$.

The algebra uses atomic units, with $4\pi\varepsilon_0=1$. Thus $4\pi$ becomes $1/\varepsilon_0$ in SI expressions. The electrostatic potential $\phi$ has zero cell average. This choice does not alter the energy of the neutral cell, but it simplifies the expression: in $\tfrac12\int(\rho-q/AL)\phi$ the background term vanishes, which leaves $\tfrac12\int\rho\phi$. The infinite self-energies of point nuclei are removed; they do not depend on $L$.

The planar density $\bar\rho(z)$ is the lateral average of $\rho$. Its moments per cell are

$$q=A\int\bar\rho\,dz,\qquad p=A\int z\bar\rho\,dz,\qquad M=A\int z^2\bar\rho\,dz .$$

## Theorem

Assume that, as $L$ increases at fixed $A$:

1. The electrons and nuclei stay in a layer of fixed width $w<L$, apart from exponentially small tails, and $p$ and $M$ stay bounded.
2. The energy is stationary with respect to the electronic state, and the state follows one smooth branch. The nuclei are either fixed or relaxed.
3. The non-electrostatic part of the energy of a given bound state has no explicit dependence on $L$, apart from those tails.

Then

$$\frac{dE}{dL}=\frac{\pi q^2}{6A}-\frac{2\pi(qM-p^2)}{AL^2}+\text{exponentially small terms},\tag{1}$$

and therefore

$$E(L)=\frac{\pi q^2L}{6A}+C+O(1/L)
=\frac{q^2L}{24\varepsilon_0A}+C+O(1/L),\tag{2}$$

where the last form is in SI units. The growth is an asymptotic law. If the vacuum length $L-d$ replaces $L$, with $d$ the slab thickness, the slope is unchanged and the constant increases by $\pi q^2d/(6A)$.

## Lemma 1: the periodic kernels

Expand the charge in lateral plane waves with wave vectors $\mathbf G$. The background enters the $\mathbf G=0$ mode alone, because it is laterally uniform. For that mode, the potential of a unit sheet and its background obeys

$$K_0''(u)=-4\pi\left[\delta(u)-\frac1L\right].$$

Integrating twice, with even symmetry, gives

$$K_0(u)=c-2\pi|u|+\frac{2\pi u^2}{L}.$$

The slope jumps by $-4\pi$ at $u=0$, as required, and vanishes at $u=L/2$, as periodicity and symmetry demand. The averages of $|u|$ and $u^2$ over $-L/2<u<L/2$ are $L/4$ and $L^2/12$. Zero mean therefore requires

$$c-\frac{\pi L}{2}+\frac{\pi L}{6}=0,\qquad c=\frac{\pi L}{3}.$$

Replacing $u$ by $L-u$ leaves $-2\pi u+2\pi u^2/L$ unchanged for $0\le u\le L$, so the expression holds for all $|u|\le L$.

For $G=|\mathbf G|>0$, an isolated sheet has the kernel $(2\pi/G)e^{-G|u|}$. Summing its periodic images as two geometric series gives

$$K_G(u)=\frac{2\pi}{G}\left[e^{-G|u|}+\frac{2\cosh(Gu)}{e^{GL}-1}\right].$$

The first term is independent of $L$. For $|u|\le w$, the second is of order $e^{-G(L-w)}$, and so is its $L$ derivative apart from a factor $G$. $\square$

## Proof of the theorem

The planar electrostatic energy is

$$E_0=\frac A2\iint\bar\rho(z)\bar\rho(z')K_0(z-z')\,dz\,dz'.$$

Insert the three parts of $K_0$. The constant part gives

$$\frac A2\,\frac{\pi L}{3}\left(\frac qA\right)^2=\frac{\pi q^2L}{6A}.$$

The $|u|$ part has no explicit $L$ dependence. For the quadratic part, expand $(z-z')^2=z^2+z'^2-2zz'$:

$$\frac A2\,\frac{2\pi}{L}\,\frac{2qM-2p^2}{A^2}
=\frac{2\pi(qM-p^2)}{AL}.$$

When $L$ changes, the electronic state also changes. Its contribution to $dE/dL$ vanishes to first order by stationarity, since the constraint of fixed electron number does not involve $L$. Relaxed nuclei contribute nothing for the same reason, and fixed nuclei do not move. The explicit derivative at fixed density remains, and it is equation (1). Since $qM-p^2$ is bounded, the second term in (1) is integrable up to infinite $L$, and its integral from $L$ to infinity is $O(1/L)$. This gives (2). $\square$

The proof does not assume linear screening. Screening rearranges charge but does not change $q$, and at fixed $A$ the asymptotic slope depends on $q$ alone.

### The field picture

For a bare sheet at $z=0$, with $\sigma=q/A$, the field at $0<z<L/2$ is $2\pi\sigma(1-2z/L)$. It falls linearly because the background progressively cancels the sheet's flux, and it reaches zero at mid-vacuum. With energy density (field)$^2/(8\pi)$,

$$E_0=2A\int_0^{L/2}\frac{4\pi^2\sigma^2}{8\pi}\left(1-\frac{2z}{L}\right)^2dz
=A\pi\sigma^2\,\frac L6=\frac{\pi q^2L}{6A}.$$

The squared linear factor averages to $1/3$. The spurious energy is thus field energy stored in the vacuum, one third of what a constant field $2\pi\sigma$ would store.

### A self-consistent case

Consider a planar Hartree model with two electrons in one orbital. The ions are Gaussian sheets of standard deviation 1 bohr, with charge 3 at $z=0$ and charge 1 at $z=2$ bohr, so $q=2$. For $A=60$ bohr$^2$ and $L=50$ bohr, the leading law gives $0.0349066$ hartree/bohr. The slope computed from self-consistent energies at $L=49$ and $51$ bohr is $0.0346191$, which differs from the leading law by 0.8%. Including the moment term of (1) gives $0.0346192$. In this mean-field model, the moment term accounts for the departure from the leading law.

## Lemma 2: a dielectric slab

Now let the slab be a linear dielectric of thickness $d$ and relative permittivity $\varepsilon$, with the defect at its centre. Define $\chi=1-1/\varepsilon$. The planar energy is

$$E_{\rm pl}=\frac{\pi q^2L}{6A}\left[\frac1\varepsilon+\chi\left(1-\frac dL\right)^3\right].\tag{3}$$

**Proof.** The displacement satisfies $D'=4\pi\rho_{\rm free}$, where the free charge is the defect plus background. By symmetry $D$ is odd, so for $0<z<L/2$

$$D=4\pi\sigma\left(\frac12-\frac zL\right).$$

The field $D/\varepsilon(z)$ is also odd, so its integral over the cell is zero and the potential is periodic. The energy density, including the work of polarization, is $D^2/(8\pi\varepsilon)$. Hence

$$E_{\rm pl}=4\pi A\sigma^2\int_0^{L/2}\frac{1}{\varepsilon(z)}\left(\frac12-\frac zL\right)^2dz .$$

Write $1/\varepsilon=1-\chi$ inside the slab. The two integrals needed are

$$\int_0^{L/2}\left(\frac12-\frac zL\right)^2dz=\frac L{24},$$

$$\int_0^{d/2}\left(\frac12-\frac zL\right)^2dz
=\frac L{24}\left[1-\left(1-\frac dL\right)^3\right].$$

Subtracting $\chi$ times the second from the first yields (3). $\square$

Expanding the cube gives

$$E_{\rm pl}=\frac{\pi q^2}{6A}\left[L-3\chi d+\frac{3\chi d^2}{L}-\frac{\chi d^3}{L^2}\right].\tag{4}$$

The slab removes field energy from a layer of fixed thickness, so it changes the constant by $-\pi q^2\chi d/(2A)$ and leaves the asymptotic slope alone. In the opposite limit, $d\to L$, the vacuum disappears and (3) gives $\pi q^2L/(6\varepsilon A)$. The slope is then screened. The unscreened law therefore requires $L\gg d$.

Equation (4) also agrees with the theorem. The polarization is $P=\chi D/4\pi$ in the slab, and the bound charge is $-P'$, including the surface charges. Integration by parts gives its second moment:

$$M_{\rm b}=2A\int zP\,dz=4\chi q\int_0^{d/2}z\left(\frac12-\frac zL\right)dz
=\chi q\left(\frac{d^2}{4}-\frac{d^3}{6L}\right).$$

Here $p=0$, and the defect sheet at $z=0$ has no second moment. Putting $M_{\rm b}$ into (1) reproduces the derivative of (4).

### An off-centre defect

Place the defect at $z_0$ and write $D=4\pi\sigma[g(u)+c_0]$, where $u=z-z_0$ and $g=\tfrac12\,{\rm sgn}\,u-u/L$. The cell integral of $g$ is zero. Its slab integral is $I=-z_0(1-d/L)$. Periodicity of the potential requires

$$c_0L-\chi(I+c_0d)=0,\qquad c_0=\frac{\chi I}{L-\chi d}.$$

The energy is $2\pi A\sigma^2$ times

$$\oint g^2dz-\chi\int_{\rm slab}g^2dz-\frac{\chi^2I^2}{L-\chi d}.$$

Integrating over the slab, whose faces lie at distances $d/2\mp z_0$ from the defect, gives

$$\int_{\rm slab}g^2dz=\frac d4-\frac{d^2/2+2z_0^2}{2L}+\frac{d^3/4+3dz_0^2}{3L^2}.$$

Collecting the terms in $z_0^2$ gives

$$\Delta E_{\rm pl}=\frac{2\pi q^2}{A}\,
\frac{\chi(1-\chi)z_0^2(1-d/L)}{L-\chi d}.$$

At fixed $z_0$ this decays as $1/L$, so position changes neither the slope nor the planar constant.

## Lemma 3: lateral images and the full spurious energy

The linear term is one part of the difference between the periodic energy and that of a single defect in an infinite slab. The slab is treated here as a pure dielectric, with no potential of its own when neutral. In a real symmetric slab, the background also interacts with the planar potential of the neutral slab. This adds $2\pi qM_0/(AL)$ to the energy, where $M_0$ is the second moment of the neutral slab. The term decays as $1/L$ at fixed $A$, but it can amount to electronvolts in ordinary cells. It cancels from a formation energy when the electron reservoir is referred to the vacuum level of the neutral slab in the same cell, and it is left out below. For a centred point defect, consider a lateral mode with unit areal source amplitude. In vacuum the even periodic solution is proportional to $\cosh[G(L/2-z)]$. At the surface it gives $-\phi'/\phi=Gt$, with $t=\tanh[G(L-d)/2]$. Inside the slab,

$$\phi=f\cosh Gz-\frac{2\pi}{\varepsilon G}\sinh Gz,\qquad z>0,$$

because half the source flux, $2\pi$, leaves on each side. Continuity of $\phi$ and $\varepsilon\phi'$ at $z=d/2$, with $T=\tanh(Gd/2)$, gives

$$f(G)=\frac{2\pi}{\varepsilon G}\,\frac{\varepsilon+tT}{t+\varepsilon T}.$$

Since $1-t=2/[e^{G(L-d)}+1]$, the $L$ dependence is exponentially small. Let $f_\infty$ denote $f$ at $t=1$. The single defect has a continuous range of lateral wave vectors in place of the discrete sum, so

$$E_{\rm sp}=E_{\rm pl}+\frac{q^2}{2}\left[\frac1A\sum_{\mathbf G\ne0}f(G)-\int\frac{d^2G}{4\pi^2}f_\infty(G)\right].\tag{5}$$

The sum and integral diverge separately for a point charge. They are evaluated with the same narrow lateral Gaussian, and their difference converges as its width goes to zero.

For a bare charge in a square lattice of period $a$, with $L\gg a$, equation (5) becomes

$$E_{\rm sp}\simeq q^2\left(\frac{\pi L}{6a^2}-\frac{1.950}{a}\right).$$

The constant comes from a three-dimensional Ewald sum. With $q=a=1$, the Ewald slope between $L=3$ and $L=4$ is $0.5235987$, against $\pi/6=0.5235988$. The cube $L=a=1$ has energy $-1.41865$ hartree. A negative total is thus compatible with a positive linear term.

### Enlarging the cell in both directions

At fixed $A$, (5) diverges as $L\to\infty$. Now keep the slab and the ratio $L/a=\lambda$ fixed and increase $a$. For small $Gd$,

$$f_\infty=\frac{2\pi}{G}-\pi d\left(\varepsilon-\frac1\varepsilon\right)+O(Gd^2).$$

The first term gives the bare lattice result. The second is constant in $G$: it describes a contact interaction, which does not couple distinct images. Its full sum minus its integral is therefore zero, and omitting $\mathbf G=0$ leaves $+\pi d(\varepsilon-1/\varepsilon)/A$ in the bracket of (5). Half of this, added to the planar constant $-\pi\chi d/(2A)$, gives $\pi d(\varepsilon-1)/(2A)$. For $\lambda$ large enough to neglect the exponentials,

$$E_{\rm sp}\simeq q^2\left[\frac{\pi\lambda/6-1.950}{a}+\frac{\pi(\varepsilon-1)d}{2a^2}\right]+O(d^2/a^3).\tag{6}$$

The spurious energy now tends to zero.

## Worked example: a low-k dielectric slab

Take rough values for an organosilicate low-k film: $\varepsilon=2.8$, a gap of 8 eV and a breakdown field of 6 MV/cm. The slab is 15 Å thick, the lateral cell is 15 Å by 15 Å, and a charge $+e$ sits at the centre. The slope is

$$\frac{e^2}{24\varepsilon_0A}=0.03351\ \text{eV/Å}=0.3351\ \text{eV/nm}.$$

At $L=60$ Å, the bare law gives $0.03351\times60=2.011$ eV. The bracket in (3) is $0.3571+0.6429(0.75)^3=0.628$, so the planar energy is $1.263$ eV. The lateral part is $-0.887$ eV, and the total is $0.376$ eV.

With the lateral cell and slab held fixed, the total is $-0.448$ eV at $L=30$ Å, $0.376$ eV at 60 Å and $2.281$ eV at 120 Å. The lateral part stays at $-0.887$ eV throughout. The total vanishes at $L=47.2$ Å because the two parts cancel there. This is not convergence: the energy continues to grow on the far side.

These errors matter when a defect level is placed relative to the vacuum level. Suppose the electron reservoir is referred to the vacuum level of the neutral slab, computed in the same cell, and no charge correction is made. The charged cell cannot supply this reference, because its potential varies throughout the vacuum. The donor level, at which the neutral and positive states have equal formation energy, is then too low by the spurious energy of the positive state: $0.376$ eV at $L=60$ Å and $2.281$ eV at 120 Å in this model.

Enlarging the cell from $a=15$, $L=60$ Å to $a=120$, $L=480$ Å, with the same slab, reduces the total from $0.376$ to $0.047$ eV. For the largest cell, the two terms of (6) are about $0.017$ and $0.042$ eV. Their sum, $0.060$ eV before rounding the terms, exceeds the full result by about $0.013$ eV, so higher orders still count. The $1/a$ term is small here because $\lambda=4$ nearly cancels its coefficient.

### Comparison with a real film

The planar field beside the defect is $14.4$ MV/cm inside the slab, above the rough breakdown field. This field belongs to the artificial array of charges and is not a prediction for a device. The planar potential drop from defect to surface at $L=60$ Å is $0.942$ V, well below the 8 eV gap in electron energy, so the planar tilt alone does not make the bands overlap. Nonlinear screening could alter the constant, but not the asymptotic slope while assumption 1 holds. Using an electronic permittivity of $2.1$ in place of $2.8$ shifts the total by $-0.065$ eV at $L=60$ Å. Moving the defect 5 Å off centre raises the planar part by $0.034$ eV, but it lowers the lateral part by about $0.074$ eV, so the total falls by about $0.040$ eV. In a device, the film is usually much thicker than 15 Å, and the compensating charge sits on nearby electrodes or on other defects. There is then no uniform background, and the entire $0.376$ eV at $L=60$ Å is an error of the supercell. The electrodes' own image energy is a separate physical effect, not calculated here.

## When the charge does not stay bound

For $q<0$, the background attracts electrons to mid-vacuum. Integrating the vacuum field from the surface to $z=L/2$ gives the depth of this well relative to the planar surface potential:

$$W=\frac{4\pi|q|}{A}\int_{d/2}^{L/2}\left(\frac12-\frac zL\right)dz
=\frac{\pi|q|(L-d)^2}{2AL}.$$

Near its minimum, the electron energy is quadratic with curvature $4\pi|q|/(AL)$. With electron mass 1, the zero-point energy is $\tfrac12\sqrt{4\pi|q|/(AL)}$, provided the state is narrow compared with the vacuum.

Let the occupied defect level lie 3 eV below the surface vacuum potential, a chosen value. In the same slab with charge $-e$, the lowest well state reaches that level at $L=57.6$ Å: the depth is $3.163$ eV and the zero-point energy is $0.163$ eV. In a Kohn–Sham calculation with a semilocal functional and fractional occupations, charge can then begin to leak into the vacuum. This is a planar estimate with a fixed defect level; lateral variation and self-consistent shifts will move the onset. Beyond it, assumption 1 fails and (2) no longer describes the energy. For $q>0$, the same potential has its electron-energy maximum at mid-vacuum, so this leakage channel is absent.

## Numbers as computed

```
lateral period a = 15.0 angstrom, area A = 225.0 angstrom^2
slab thickness d = 15.0 angstrom, permittivity = 2.8, charge = 1 e
slope q^2/(24 eps0 A) = 0.03351 eV/angstrom = 0.3351 eV/nm
planar constant from slab screening = -0.9694 eV
L (angstrom) | slope*L | planar | lateral | total spurious (eV)
    30 |   1.005 |   0.440 |  -0.887 |  -0.448
    40 |   1.340 |   0.689 |  -0.887 |  -0.198
    60 |   2.011 |   1.263 |  -0.887 |   0.376
    80 |   2.681 |   1.882 |  -0.887 |   0.994
   120 |   4.021 |   3.168 |  -0.887 |   2.281
   240 |   8.042 |   7.132 |  -0.887 |   6.245
total spurious energy vanishes at L = 47.2 angstrom
cell a = 15, L = 60 angstrom, same slab: total spurious = 0.3760 eV
cell a = 30, L = 120 angstrom, same slab: total spurious = 0.2553 eV
cell a = 60, L = 240 angstrom, same slab: total spurious = 0.1197 eV
cell a = 120, L = 480 angstrom, same slab: total spurious = 0.0471 eV
Neglected effects at L = 60 angstrom:
planar field in slab beside defect = 14.4 MV/cm
rough breakdown field (input) = 6.0 MV/cm
planar potential drop, defect to surface = 0.942 V
rough band gap (input) = 8.0 eV
permittivity 2.1 instead of 2.8 shifts total by -0.065 eV
defect 5 angstrom off centre shifts planar energy by 0.0344 eV
negative defect, level 3.0 eV below surface vacuum (input):
  leakage starts at L = 57.6 angstrom
  well depth there = 3.163 eV
  zero-point energy there = 0.163 eV
Checks in atomic units:
Ewald slope, a = 1: 0.5235987 hartree/bohr; pi/6 = 0.5235988
Ewald constant, a = 1: -1.95013 hartree
Ewald energy of cube, a = L = 1: -1.41865 hartree
Hartree slab, q = 2, A = 60 bohr^2, L = 50 bohr:
  computed slope = 0.0346191 hartree/bohr
  leading law = 0.0349066 hartree/bohr
  law with moment term = 0.0346192 hartree/bohr
```
